# The radial Coulomb problem in D dimensions as a harmonic oscillator: a program that tests the result

```python
# Result under test (Hartree atomic units): with r = rho^2/b and F(rho) = R(r), the radial
# equation for V = -Z/r in D dimensions, angular momentum l, energy E, becomes the radial
# oscillator equation in d = 2D-2 dimensions, angular momentum L = 2l, frequency
# omega^2 = -8E/b^2, eigenvalue eps = 4Z/b.  Hence E = -Z^2/(2 nu^2), nu = n_r+l+(D-1)/2.
# b = 1 bohr in all numerical work; n_r = number of radial nodes; alpha = 2l+D-2.
import itertools
import numpy as np, sympy as sp, mpmath as mp
from scipy.linalg import eigh
from scipy.special import eval_jacobi, eval_genlaguerre, gamma, jv
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.constants import physical_constants
mp.mp.dps = 30

# Radial Laplacian against the Cartesian Laplacian (numerical derivatives)
g = lambda s: mp.exp(-s)*(1 + s)
for dim in (2, 3, 4, 5, 6, 8):
    pt = [mp.mpf(3 + 2*i)/10*(-1)**i for i in range(dim)]
    r0 = mp.sqrt(sum(p*p for p in pt))
    for ang in (0, 1, 2, 4):
        def psi(v):
            s = mp.sqrt(sum(p*p for p in v))
            return ((v[0] + 1j*v[1])/s)**ang*g(s)
        lap = sum(mp.diff(lambda t: psi(pt[:i] + [t] + pt[i+1:]), pt[i], 2) for i in range(dim))
        rad = mp.diff(g, r0, 2) + (dim-1)/r0*mp.diff(g, r0) - ang*(ang+dim-2)/r0**2*g(r0)
        assert abs(lap - rad*psi(pt)/g(r0)) < 1e-15

# Operator identity, with d and the centrifugal constant Lam left as unknowns
r, rho, b, x, om, L = sp.symbols('r rho b x om L', positive=True)
Ds, ls, Zs, Es, dd, Lam, nn, Lu = sp.symbols('D l Z E dd Lam n Lu')
c = sp.symbols('c0:6')
kin = lambda f, v, dim, cen: -(sp.diff(f, v, 2) + (dim-1)/v*sp.diff(f, v) - cen/v**2*f)/2
F = sum(c[k]*rho**k for k in range(6))
R = F.subs(rho, sp.sqrt(b*r))
coul = (kin(R, r, Ds, ls*(ls+Ds-2)) - Zs/r*R - Es*R).subs(r, rho**2/b)
res = sp.expand(4*rho**2/b**2*coul - (kin(F, rho, dd, Lam) - 4*Es/b**2*rho**2*F - 4*Zs/b*F))
sol = sp.solve([res.coeff(c[0]), res.coeff(c[1])], [dd, Lam], dict=True)
assert len(sol) == 1 and sp.simplify(sol[0][dd] - (2*Ds-2)) == 0
assert sp.simplify(res.subs(sol[0])) == 0
roots = sp.solve(Lu*(Lu + sol[0][dd] - 2) - sol[0][Lam], Lu)
assert {sp.expand(q) for q in roots} == {2*ls, sp.expand(-2*ls-2*Ds+4)}

# Reduction of the oscillator to Kummer's equation
w = sum(c[k]*x**k for k in range(4))
pref = rho**L*sp.exp(-om*rho**2/2)
Fo = pref*w.subs(x, om*rho**2)
lhs = (kin(Fo, rho, dd, L*(L+dd-2)) + (om**2*rho**2/2 - om*(2*nn+L+dd/2))*Fo)/pref
kum = x*sp.diff(w, x, 2) + (L+dd/2-x)*sp.diff(w, x) + nn*w
assert sp.simplify(sp.expand(lhs + 2*om*kum.subs(x, om*rho**2))) == 0
# Series from the recurrence: solves the equation and grows like e^x for non-integer n
def series(xv, n=mp.mpf('1.3'), a1=4):
    term = total = mp.mpf(1)
    for k in range(700):
        term *= (k-n)*xv/((k+1)*(k+a1)); total += term
    return total
w0, w1, w2 = (mp.diff(series, 200, k) for k in range(3))
assert abs((200*w2 + (4-200)*w1 + mp.mpf('1.3')*w0)/w0) < 1e-12 and abs(w1/w0 - 1) < 0.05

# Irregular solution at the origin: which integrals are finite
for D, l in ((2, 0), (3, 0), (4, 0), (2, 1), (3, 1)):
    irr = sp.log(r) if (D, l) == (2, 0) else r**(-(l+D-2))
    Fi = sp.expand_log(irr.subs(r, rho**2))
    fin = lambda e, v: sp.integrate(e, (v, 0, 1)) != sp.oo
    assert fin(irr**2*r**(D-1), r) == (D + 2*l < 4)
    assert fin(Fi**2*rho**(2*D-3), rho) == ((D, l) == (2, 0))
    assert not fin(sp.diff(irr, r)**2*r**(D-1), r)
    assert not fin(sp.diff(Fi, rho)**2*rho**(2*D-3), rho)

class Radial:
    """Galerkin solution in a box: radial function x^ang w(x), w in a Jacobi polynomial basis."""
    def __init__(s, dim, ang, V, xmax, nb=80):
        s.dim, s.ang, s.xmax, s.k, s.j = dim, ang, xmax, 2*ang+dim-1, np.arange(nb)[:, None]
        t, wt = np.polynomial.legendre.leggauss(2*nb)
        s.x = xmax*(1+t)/2; s.W = wt*xmax/2*s.x**s.k
        P = eval_jacobi(s.j, 2.0, float(s.k), t)
        dP = (s.j > 0)*(s.j+s.k+3)/2*eval_jacobi(np.maximum(s.j-1, 0), 3.0, s.k+1.0, t)
        s.nrm = np.sqrt((((1-t)*P)**2*s.W).sum(1))[:, None]
        phi = (1-t)*P/s.nrm; dphi = (-P + (1-t)*dP)*(2/xmax)/s.nrm
        s.K = 0.5*(dphi*s.W) @ dphi.T
        s.e, s.c = eigh(s.K + (phi*s.W*V(s.x)) @ phi.T, (phi*s.W) @ phi.T)
        s.w = s.c.T @ phi
        for n in range(4):
            u = s.w[n]*s.x**(s.k/2)
            sg = np.sign(u[np.argmax(abs(u) > 1e-3*abs(u).max())])
            s.w[n] *= sg; s.c[:, n] *= sg
    def f(s, n, xv):
        xv = np.atleast_1d(xv); t = 2*xv/s.xmax - 1
        return xv**s.ang*(s.c[:, n] @ ((1-t)*eval_jacobi(s.j, 2.0, float(s.k), t)/s.nrm))
    def mean(s, n, p): return (s.W*s.w[n]**2*s.x**p).sum()
    def T(s, n): return s.c[:, n] @ s.K @ s.c[:, n]
coulomb = lambda D, l, Z, box: Radial(D, l, lambda v: -Z/v, box)
osc = lambda d, A, o: Radial(d, A, lambda v: 0.5*o*o*v*v, np.sqrt(90/o))
close = lambda u, v, tol=1e-8: abs(u-v) < tol*abs(v)

Z = 1.7; worst = 0.0
for D in (2, 3, 4, 5):
    for l in (0, 1, 2):
        C = coulomb(D, l, Z, 45*(l+2+(D-1)/2)/Z)
        for n in range(3):
            E = C.e[n]; o = np.sqrt(-8*E); O = osc(2*D-2, 2*l, o); eps = O.e[n]
            nu = n + l + (D-1)/2; al = 2*l+D-2
            worst = max(worst, abs(eps/(4*Z) - 1))
            assert close(eps, 4*Z) and close(eps, o*(2*n+2*l+D-1)) and close(E, -Z*Z/(2*nu*nu))
            q = np.linspace(0.02, 0.99*min(O.xmax, np.sqrt(C.xmax)), 600)
            uC = C.f(n, q*q)*q**(D-1); uO = O.f(n, q)*q**(D-1)
            assert abs(uC - o/np.sqrt(2*4*Z)*uO).max() < 1e-7
            oa = 2*Z/nu
            lag = q**(2*l)*np.exp(-oa*q*q/2)*eval_genlaguerre(n, al, oa*q*q)
            lag *= np.sqrt(2*gamma(n+1)*oa**(al+1)/gamma(n+al+1))
            assert abs(uO - lag*q**(D-1)).max() < 1e-7
            for u in (uC, uO):
                sgn = np.sign(u[abs(u) > 1e-5*abs(u).max()])
                assert (sgn[1:] != sgn[:-1]).sum() == n
            assert close(O.mean(n, 2), eps/o**2) and close(C.mean(n, -1), 1/O.mean(n, 2))
            assert close(C.mean(n, -1), Z/nu**2) and close(C.mean(n, 1), O.mean(n, 4)/O.mean(n, 2))
            assert close(C.T(n), o*o*O.T(n)/(4*eps)) and close(C.T(n), -E)
        assert abs(osc(2*D-1, 2*l, o).e[2] - 4*Z) > 0.1*o      # wrong dimension fails
        assert abs(osc(2*D-2, 2*l+1, o).e[2] - 4*Z) > 0.1*o    # odd L fails
    assert coulomb(D, 0, -Z, 100.0).e[0] > 0                   # repulsion binds nothing

# E = 0 and E > 0: ODE integration on one side, special function of the other side
def misfit(a, ref): return abs(a*(a @ ref)/(a @ a) - ref).max()/abs(ref).max()
q = np.linspace(0.3, 4.0, 25); Epos = 0.3; kap = np.sqrt(2*Epos)
opt = dict(method='DOP853', rtol=1e-11, atol=1e-14)
for D, l in ((2, 1), (3, 0), (3, 1), (5, 1)):
    k = 2*l+D-1; s0 = 1e-6
    y = solve_ivp(lambda s, y: [y[1], -k/s*y[1] - 2*Z/s*y[0]], (s0, 16.5),
                  [1 - 2*Z*s0/k, -2*Z/k], t_eval=q*q, **opt).y[0]
    assert misfit(y*q**(2*l+D-1), q*jv(2*l+D-2, np.sqrt(8*Z)*q)) < 1e-7
    k = 4*l+2*D-3; s0 = 1e-3
    y = solve_ivp(lambda s, y: [y[1], -k/s*y[1] - 8*(Z + Epos*s*s)*y[0]], (s0, 4.1),
                  [1 - 4*Z*s0**2/(k+1), -8*Z*s0/(k+1)], t_eval=q, **opt).y[0]
    ref = np.array([float(mp.re(mp.coulombf(l+(D-3)/2, -Z/kap, kap*v*v))) for v in q])
    assert misfit(y*q**(2*l+D-1), ref) < 1e-7

# Degeneracies: harmonic polynomials from the rank of the Laplacian, Cartesian quanta by listing
def monos(dim, deg):
    return [tuple(m.count(i) for i in range(dim))
            for m in itertools.combinations_with_replacement(range(dim), deg)]
def nharm(dim, deg):
    hi = monos(dim, deg)
    if deg < 2: return len(hi)
    lo = {m: i for i, m in enumerate(monos(dim, deg-2))}
    M = np.zeros((len(lo), len(hi)))
    for a, m in enumerate(hi):
        for i in range(dim):
            if m[i] > 1: M[lo[m[:i] + (m[i]-2,) + m[i+1:]], a] += m[i]*(m[i]-1)
    return len(hi) - np.linalg.matrix_rank(M)
deg = {}
for D in (2, 3, 5):
    deg[D] = (sum(nharm(D, l) for l in range(3)), len(monos(2*D-2, 4)))
    assert deg[D][1] == sum(nharm(2*D-2, A) for A in (0, 2, 4))
    assert (deg[D][0] == deg[D][1]) == (D == 2)

# Worked example: hydrogen 3p
D, l, n, Z = 3, 1, 1, 1.0
eV = physical_constants['Hartree energy in eV'][0]
C = coulomb(D, l, Z, 150.0); E = C.e[n]; o = np.sqrt(-8*E); O = osc(2*D-2, 2*l, o)
rn = brentq(lambda v: C.f(n, v)[0], 3, 9); qn = brentq(lambda v: O.f(n, v)[0], 1.7, 3)
assert close(rn, qn*qn) and close(O.e[n], 4*Z)
Zn = [o*(2*m+2*l+D-1)/4 for m in range(3)]
St = [coulomb(D, l, z, 150.0) for z in Zn]
ov = lambda i, j, p: (C.W*St[i].w[i]*St[j].w[j]*C.x**p).sum()
for m in range(3): assert close(St[m].e[m], E) and close(O.e[m], 4*Zn[m])
for i, j in ((0, 1), (0, 2), (1, 2)): assert abs(ov(i, j, -1)) < 1e-9
assert abs(ov(0, 1, 0)) > 0.1 and abs(ov(1, 2, 0)) > 0.1

print(f"largest |eps/(4Z)-1| over 36 states, Z=1.7: {worst:.0e}")
print(f"H 3p: D={D} l={l} n_r={n} Z={Z:.0f} b=1 bohr -> d={2*D-2} L={2*l} alpha={2*l+D-2}")
print(f"nu = {n+l+(D-1)/2:.1f}")
print(f"E numerical = {E:.8f} hartree = {E*eV:.5f} eV")
print(f"E formula = {-Z*Z/(2*(n+l+(D-1)/2)**2):.8f} hartree")
print(f"omega = {o:.8f} hartree")
print(f"eps numerical = {O.e[n]:.8f} hartree, eps/omega = {O.e[n]/o:.6f}")
print(f"node: r = {rn:.6f} bohr, rho = {qn:.6f} bohr")
print(f"<rho^2> = {O.mean(n,2):.6f} bohr^2, <rho^4> = {O.mean(n,4):.6f} bohr^4")
print(f"<1/r> = {C.mean(n,-1):.6f} 1/bohr, <r> = {C.mean(n,1):.6f} bohr")
print(f"<T> Coulomb = {C.T(n):.8f} hartree, <T> oscillator = {O.T(n):.6f} hartree")
print(f"omega/sqrt(2 eps) = {o/np.sqrt(2*O.e[n]):.6f} (a.u.)")
print(f"R(r=4) = {C.f(n,4.0)[0]:.6f} bohr^-3/2, F(rho=2) = {O.f(n,2.0)[0]:.6f} bohr^-2")
print(f"control d=5, L=2: eps = {osc(5,2,o).e[n]:.6f} hartree")
for m in range(3):
    print(f"Sturmian n={m}: eps = {O.e[m]:.6f} hartree, Z_n = {Zn[m]:.6f}, E = {St[m].e[m]:.8f} hartree")
print(f"overlap n=0,1: weight 1: {ov(0,1,0):.6f}; weight 1/r: {abs(ov(0,1,-1)):.0e} 1/bohr")
print(f"angular degeneracy: D=3 l=1: {nharm(3,1)}; d=4 L=2: {nharm(4,2)}")
for D in deg: print(f"D={D}: Coulomb shell s=2: {deg[D][0]} states; oscillator N=4: {deg[D][1]} states")
for D in (2, 3, 4, 5):
    E0 = coulomb(D, 0, 1.0, 45.0*(D-1)/2).e[0]; o0 = np.sqrt(-8*E0); e0 = osc(2*D-2, 0, o0).e[0]
    assert close(e0, 4.0)
    print(f"ground D={D} d={2*D-2}: E = {E0:.6f}, omega = {o0:.6f}, eps = {e0:.6f} hartree")
print("no test failed")
```

Printed output:

```
largest |eps/(4Z)-1| over 36 states, Z=1.7: 1e-12
H 3p: D=3 l=1 n_r=1 Z=1 b=1 bohr -> d=4 L=2 alpha=3
nu = 3.0
E numerical = -0.05555556 hartree = -1.51174 eV
E formula = -0.05555556 hartree
omega = 0.66666667 hartree
eps numerical = 4.00000000 hartree, eps/omega = 6.000000
node: r = 6.000000 bohr, rho = 2.449490 bohr
<rho^2> = 9.000000 bohr^2, <rho^4> = 112.500000 bohr^4
<1/r> = 0.111111 1/bohr, <r> = 12.500000 bohr
<T> Coulomb = 0.05555556 hartree, <T> oscillator = 2.000000 hartree
omega/sqrt(2 eps) = 0.235702 (a.u.)
R(r=4) = 0.042514 bohr^-3/2, F(rho=2) = 0.180371 bohr^-2
control d=5, L=2: eps = 4.333333 hartree
Sturmian n=0: eps = 2.666667 hartree, Z_n = 0.666667, E = -0.05555556 hartree
Sturmian n=1: eps = 4.000000 hartree, Z_n = 1.000000, E = -0.05555556 hartree
Sturmian n=2: eps = 5.333333 hartree, Z_n = 1.333333, E = -0.05555556 hartree
overlap n=0,1: weight 1: -0.408248; weight 1/r: 2e-14 1/bohr
angular degeneracy: D=3 l=1: 3; d=4 L=2: 9
D=2: Coulomb shell s=2: 5 states; oscillator N=4: 5 states
D=3: Coulomb shell s=2: 9 states; oscillator N=4: 35 states
D=5: Coulomb shell s=2: 20 states; oscillator N=4: 330 states
ground D=2 d=2: E = -2.000000, omega = 4.000000, eps = 4.000000 hartree
ground D=3 d=4: E = -0.500000, omega = 2.000000, eps = 4.000000 hartree
ground D=4 d=6: E = -0.222222, omega = 1.333333, eps = 4.000000 hartree
ground D=5 d=8: E = -0.125000, omega = 1.000000, eps = 4.000000 hartree
no test failed
```
